# Integrated Diffusivity of a Near-Line Compound from Tracer Diffusivities

## 1. Definitions and conventions

A layer of a binary compound with B fraction $\nu$ grows between two phases of fixed compositions $N_-<\nu<N_+$. The A-rich neighbour is on the left, the B-rich one on the right, and $x$ increases to the right. Inside the layer $N_A+N_B=1$, and $N_B$ differs from $\nu$ by very little: its total variation across the layer is $\delta N\ll\nu,\,1-\nu$.

- $\mu_A,\mu_B$ are chemical potentials per atom, counted from the pure elements, and $\xi=\mu_B-\mu_A$.
- $g$ is the Gibbs energy of formation of the compound per atom; $g_-$ and $g_+$ are those of the neighbours.
- $D_A^*,D_B^*$ are tracer diffusivities in the compound. They may depend on $\xi$, because the defect populations do.
- $\Omega$ is the mean atomic volume, constant inside the layer.
- $J_A,J_B$ are atom fluxes relative to the lattice, positive to the right.

The interdiffusion coefficient $\tilde D$ is defined by $\tilde J=-(\tilde D/\Omega)\,\partial N_B/\partial x$, where $\tilde J$ is the flux of B in the frame in which the total atom flux vanishes. The integrated diffusivity is

$$D_{\rm int}=\int_{\text{A-rich border}}^{\text{B-rich border}}\tilde D\,dN_B .\tag{1}$$

In a near-line compound neither $\partial N_B/\partial x$ nor $\delta N$ is well known, so $\tilde D$ is poorly determined. The integral can nevertheless be obtained from quantities that do not involve $\delta N$.

The assumptions are local equilibrium at both interfaces, vacancies in equilibrium with a lattice free to shift, one-dimensional transport through the bulk of the layer, and no flux inside the neighbours. Energies are given in eV and diffusivities in m²/s, since atomic units are unnatural for solid-state diffusion.

## 2. The interdiffusion flux

At constant temperature and pressure the Gibbs–Duhem relation is $N_A\,d\mu_A+N_B\,d\mu_B=0$. Inserting $d\mu_B=d\mu_A+d\xi$ gives $d\mu_A+N_B\,d\xi=0$, hence

$$d\mu_A=-N_B\,d\xi,\qquad d\mu_B=N_A\,d\xi .\tag{2}$$

The total flux $J_A+J_B$ carries a fraction $N_B$ of B atoms. Removing this drift gives the flux in the number-fixed frame:

$$\tilde J=J_B-N_B(J_A+J_B)=N_AJ_B-N_BJ_A .$$

Linear response relative to the lattice reads

$$J_B=-L_{BB}\partial_x\mu_B-L_{AB}\partial_x\mu_A,\qquad J_A=-L_{AA}\partial_x\mu_A-L_{AB}\partial_x\mu_B .$$

With (2) these become $J_B=-(N_AL_{BB}-N_BL_{AB})\partial_x\xi$ and $J_A=(N_BL_{AA}-N_AL_{AB})\partial_x\xi$. Therefore

$$\tilde J=-\left(N_A^2L_{BB}-2N_AN_BL_{AB}+N_B^2L_{AA}\right)\partial_x\xi .\tag{3}$$

The Darken closure gives every atom the mobility $D_i^*/k_BT$ and drops the cross term:

$$L_{ii}=\frac{N_iD_i^*}{\Omega k_BT},\qquad L_{AB}=0 .$$

The bracket in (3) becomes $M/(\Omega k_BT)$ with

$$M=N_A^2N_BD_B^*+N_B^2N_AD_A^*=N_AN_B\left(N_AD_B^*+N_BD_A^*\right).\tag{4}$$

Here $D_B^*$ is multiplied by $N_A$, because the drift correction removes the fraction $N_B$ of the B flux.

## 3. The composition gradient cancels

Writing $\partial_x\xi=(d\xi/dN_B)\,\partial_xN_B$ in (3) and comparing with the definition of $\tilde D$ gives

$$\tilde D=\frac{M}{k_BT}\frac{d\xi}{dN_B}.\tag{5}$$

The derivative is huge in a near-line compound. It is positive in a stable phase, so $\xi$ can replace $N_B$ as integration variable in (1):

$$D_{\rm int}=\frac{1}{k_BT}\int_{\xi_-}^{\xi_+}M\,d\xi .\tag{6}$$

Within the Darken closure this holds for any width of the phase. The steep thermodynamic factor has disappeared before any approximation based on small $\delta N$.

Now let $\delta N$ be small. The composition factors in $M$ are smooth, so setting $N_B=\nu$ in them costs a relative error of order $\delta N/\min(\nu,1-\nu)$, provided $\nu$ lies inside the homogeneity range. The tracer diffusivities must not be frozen in the same way: a minute change of composition can go with a large change of chemical potential, and of defect concentrations. Define

$$\langle D_i^*\rangle=\frac{1}{\xi_+-\xi_-}\int_{\xi_-}^{\xi_+}D_i^*\,d\xi .$$

At $N_B=\nu$, (2) gives $d\mu_B=(1-\nu)\,d\xi$. The mean is thus equally a mean over $\mu_B$, and the drop of $\mu_B$ from the B-rich to the A-rich border is $\Delta\mu_B=(1-\nu)(\xi_+-\xi_-)$. Equation (6) becomes

$$\boxed{D_{\rm int}=\nu\left[(1-\nu)\langle D_B^*\rangle+\nu\langle D_A^*\rangle\right]\frac{\Delta\mu_B}{k_BT}}\tag{7}$$

**Border values.** Suppose $\ln D^*$ is linear in $\xi$, which in the line limit is the same as a power law in the activity of B. With $s=(\xi-\xi_-)/(\xi_+-\xi_-)$ and border values $D_\mp$,

$$\langle D^*\rangle=\int_0^1D_-\left(\frac{D_+}{D_-}\right)^{s}ds=\frac{D_+-D_-}{\ln(D_+/D_-)} .\tag{8}$$

Two tracer measurements, on material equilibrated with each neighbour, then suffice for each species. The assumption is restrictive. If different defects carry diffusion on the two sides of stoichiometry, $D^*$ is a sum of exponentials in $\xi$ and can have a minimum inside the range, and (8) then overestimates the mean. For a $D^*$ proportional to the antisite content $(1-\nu)x_d+\nu y_d$ of Section 6, with the parameters of Section 7, the border values are $3.7\times10^{-5}$ and $8.2\times10^{-5}$ in these units. Their logarithmic mean is $5.7\times10^{-5}$, 4.6 times the true mean $1.23\times10^{-5}$. The log-linear diffusivities of Section 7 are chosen independently of that defect model. For $D_+\to D_-$ the mean tends to the common value.

## 4. The drop of chemical potential

The Gibbs energy per atom is $N_A\mu_A+N_B\mu_B=\mu_A+N_B\xi$. At the left border the compound and its neighbour share both potentials. In the line limit

$$\mu_A+\nu\xi_-=g,\qquad \mu_A+N_-\xi_-=g_- .$$

Subtracting, and doing the same on the right, gives the slopes of the two common tangents:

$$\xi_-=\frac{g-g_-}{\nu-N_-},\qquad \xi_+=\frac{g_+-g}{N_+-\nu}.\tag{9}$$

Their difference measures the energy gained per atom when the neighbours react to form the compound,

$$R=\frac{(N_+-\nu)g_-+(\nu-N_-)g_+}{N_+-N_-}-g .$$

On a common denominator,

$$\xi_+-\xi_-=\frac{(\nu-N_-)(g_+-g)+(N_+-\nu)(g_--g)}{(\nu-N_-)(N_+-\nu)}=\frac{R\,(N_+-N_-)}{(\nu-N_-)(N_+-\nu)} .$$

The drop is positive when the compound lies below the tie line of its neighbours, which is the condition for it to form.

Between pure elements $N_-=0$, $N_+=1$, $g_\pm=0$ and $R=|g|$, so $\xi_+-\xi_-=|g|/[\nu(1-\nu)]$ and $\Delta\mu_B=|g|/\nu$. Then

$$D_{\rm int}=\left[(1-\nu)\langle D_B^*\rangle+\nu\langle D_A^*\rangle\right]\frac{|g|}{k_BT}.\tag{10}$$

$D_{\rm int}$ is a property of the compound together with its neighbours, since they set the limits of the integral.

**Why the line limit is safe here.** Equation (2) gives $d\mu_A/d\xi=-N_B$, whereas (9) uses the slope $-\nu$. The potentials therefore err by an integral of $N_B-\nu$ over $\xi$, which is small when $N_B$ stays close to $\nu$. For the couples of Section 7 the resulting relative error of $\Delta\mu_B$ is of order $\delta N$. If $g$ is the Gibbs energy at $N_B=\nu$ and $\nu$ lies inside the homogeneity range, that integral is at most $\delta N\,(\xi_+-\xi_-)$. The relative error then stays of order $\delta N$ divided by the composition steps $\nu-N_-$ and $N_+-\nu$, however small the drop. For a compound only slightly below the tie line of its neighbours it can be much larger in two cases: when the range lies to one side of $\nu$, so that $|N_B-\nu|\gg\delta N$, and when the value used for $g$ is off by an amount that is not small against $R\,\delta N$.

## 5. Growth with two moving boundaries

Measure position by $s$, the volume $\Omega$ times the number of atoms per area counted from a fixed atom number. Inside the layer, differences of $s$ are true distances, and the neighbours' atomic volumes do not enter. Conservation of B reads $\partial_tN_B=-\Omega\,\partial_s\tilde J$. As $N_B$ varies only by $\delta N$, little B is stored in the layer, and the flux varies across it by a fraction of order $\delta N$ divided by the smaller of the composition steps $\nu-N_-$ and $N_+-\nu$. The growth law below therefore requires $\delta N$ to be small against both steps, which can fail when a neighbour has nearly the same composition as the compound. Taking the flux as uniform and integrating $\Omega\tilde J=-\tilde D\,\partial_sN_B$ over the thickness $w$,

$$\Omega\tilde J\,w=-D_{\rm int}.\tag{11}$$

The minus sign says that B moves left.

If the left interface moves right by $ds$, then $ds/\Omega$ atoms per area change from composition $\nu$ to $N_-$, and the B content changes by $-(\nu-N_-)\,ds/\Omega$. Nothing arrives from the neighbour and $\tilde J\,dt$ leaves into the layer, so this change equals $-\tilde J\,dt$. At the right interface the change is $-(N_+-\nu)\,ds/\Omega$ and equals the arriving $\tilde J\,dt$. With interface velocities $v_\pm$,

$$(\nu-N_-)v_-=\Omega\tilde J,\qquad (N_+-\nu)v_+=-\Omega\tilde J .$$

Hence

$$\frac{dw}{dt}=v_+-v_-=\frac{D_{\rm int}}{w}\left(\frac{1}{N_+-\nu}+\frac{1}{\nu-N_-}\right).$$

Local equilibrium keeps $D_{\rm int}$ constant in time. Integrating from $w=0$,

$$\frac{w^2}{2t}=D_{\rm int}\,\frac{N_+-N_-}{(\nu-N_-)(N_+-\nu)} .\tag{12}$$

Between pure elements, (10) and (12) combine to

$$\frac{w^2}{2t}=\frac{|g|}{k_BT}\left[\frac{\langle D_B^*\rangle}{\nu}+\frac{\langle D_A^*\rangle}{1-\nu}\right].\tag{13}$$

For constant tracer diffusivities each term can be found by counting atoms. The gradient of $\mu_B$ is $|g|/(\nu w)$, so B reaches the A interface at the rate $\nu D_B^*|g|/(\Omega k_BT\,\nu w)$. Each arriving B atom forms a volume $\Omega/\nu$ of compound, which contributes $D_B^*|g|/(k_BT\,\nu w)$ to $dw/dt$. Atoms of A arriving at the B interface give the second term. If $D_A^*\to0$, new compound forms at the A interface alone.

A measured thickness yields one combination of the two tracer diffusivities. Separating them needs a second measurement.

## 6. A model with a finite homogeneity range

To see the corrections, let a fraction $x_d$ of the A sites hold B atoms and a fraction $y_d$ of the B sites hold A atoms, with energies $E_x$ and $E_y$. Then $N_B=\nu+(1-\nu)x_d-\nu y_d$, and the free energy per atom is

$$f=g+(1-\nu)\left[x_dE_x+k_BT\,m(x_d)\right]+\nu\left[y_dE_y+k_BT\,m(y_d)\right],$$

with $m(p)=p\ln p+(1-p)\ln(1-p)$. Here $g$ is the value for the perfectly ordered crystal. At $N_B=\nu$ the equilibrium $f$ lies below it by about $k_BT[(1-\nu)x_d+\nu y_d]$, at most $2.5\times10^{-5}$ eV in Section 7. Minimizing $f-\xi N_B$ with respect to $x_d$ and $y_d$ gives

$$\frac{x_d}{1-x_d}=e^{(\xi-E_x)/k_BT},\qquad \frac{y_d}{1-y_d}=e^{-(\xi+E_y)/k_BT}.\tag{14}$$

The minimum value is $\mu_A$. The borders follow from $\mu_A+N_\mp\xi=g_\mp$ with these full expressions.

The moving-boundary problem can then be solved with storage in the layer included. Put $\eta=s/\sqrt t$ and $F=\tilde D\,dN_B/d\eta$. Since $\partial_tN_B=-(\eta/2t)\,dN_B/d\eta$, conservation becomes $dF/d\eta=-(\eta/2)\,dN_B/d\eta$. By (5), $F=(M/k_BT)\,d\xi/d\eta$. With $\xi$ as the running variable,

$$\frac{d\eta}{d\xi}=\frac{M}{k_BT\,F},\qquad \frac{dF}{d\xi}=-\frac{\eta}{2}\frac{dN_B}{d\xi}.$$

The interface velocities are $\eta_\pm/(2\sqrt t)$ and $\Omega\tilde J=-F/\sqrt t$. With $N_B^\mp$ the layer compositions at the two borders, the balances are $(N_B^--N_-)\eta_-/2=-F_-$ and $(N_+-N_B^+)\eta_+/2=F_+$. The value of $\eta_-$ is adjusted until the second is met, and then $w^2/(2t)=(\eta_+-\eta_-)^2/2$.

## 7. Worked example

Take a model compound A₃B₂, $\nu=0.4$, with $g=-0.20$ eV per atom at 1000 K, where $k_BT=0.08617$ eV. It grows between pure A and pure B, with no other compound present. From the A-rich to the B-rich border, $D_B^*$ rises from $1\times10^{-14}$ to $1\times10^{-13}$ m²/s and $D_A^*$ falls from $5\times10^{-15}$ to $1\times10^{-15}$ m²/s, both log-linearly in $\xi$.

The drop is $\Delta\mu_B=0.20/0.4=0.50$ eV, or $5.80\,k_BT$. The means (8) are

$$\langle D_B^*\rangle=\frac{9\times10^{-14}}{\ln10}=3.91\times10^{-14},\qquad \langle D_A^*\rangle=\frac{4\times10^{-15}}{\ln5}=2.49\times10^{-15}\ \text{m}^2/\text{s}.$$

The bracket in (7) is $0.6\times3.91\times10^{-14}+0.4\times2.49\times10^{-15}=2.44\times10^{-14}$ m²/s, so

$$D_{\rm int}=0.4\times2.44\times10^{-14}\times5.80=5.67\times10^{-14}\ \text{m}^2/\text{s},$$

or $4.90\times10^{-10}$ atomic units. Dividing by $\nu(1-\nu)=0.24$ gives $w^2/(2t)=2.36\times10^{-13}$ m²/s. After 10 h the thickness is $\sqrt{2\times2.36\times10^{-13}\times3.6\times10^4}$ m $=130$ µm.

**Effect of the width.** With $E_x=1.1$ eV and $E_y=1.3$ eV the antisite model has $\delta N=1.19\times10^{-4}$. Integrating $\tilde D$ over composition, with $\tilde D$ taken from the second derivative of the free energy, gives $5.67383\times10^{-14}$ m²/s against $5.67369\times10^{-14}$ from (7). Next both antisite energies are shifted together, with $g$, the temperature and the functions $D_i^*(\xi)$ held fixed. The last two columns give the excess over (7) and (12), relative to those formulas.

| Shift (eV) | $\delta N$ | $D_{\rm int}$ excess | $w^2/2t$ excess |
|---|---|---|---|
| −0.50 | $3.9\times10^{-2}$ | 0.79 % | 2.1 % |
| −0.25 | $2.2\times10^{-3}$ | 0.045 % | 0.12 % |
| 0 | $1.2\times10^{-4}$ | 0.0025 % | 0.0064 % |
| +0.25 | $6.6\times10^{-6}$ | 0.00014 % | 0.00035 % |

The width changes by a factor of about 6000 and $D_{\rm int}$ by 0.8 %. In this model the excesses are close to $0.2\,\delta N$ and $0.5\,\delta N$, in line with the expected first order.

**Two shortcuts that fail.** The mean interdiffusivity $D_{\rm int}/\delta N$ is $4.8\times10^{-10}$ m²/s, but at stoichiometry $\tilde D=5.0\times10^{-9}$ m²/s. Multiplying the latter by $\delta N$ overestimates $D_{\rm int}$ by a factor of 10.5. The reason follows from (14): for dilute defects $k_BT\,dN_B/d\xi\approx(1-\nu)x_d+\nu y_d$, while the product $x_dy_d$ is fixed. The sum is therefore smallest when its terms are equal, which is the stoichiometric point, and there $d\xi/dN_B$ in (5) peaks.

Averaging the tracer diffusivities over composition instead of potential gives 1.50 times the correct $D_{\rm int}$. Composition changes mostly near the two borders, so this average nearly ignores the interior of the potential range. The size and sign of the error depend on which border carries more weight.

**A compound as neighbour.** Let A₄B, with $N_-=0.2$ and $g_-=-0.12$ eV per atom, replace pure A. Then $\xi_-=(-0.20+0.12)/0.2=-0.40$ eV instead of $-0.50$ eV, $\xi_+$ stays at $0.333$ eV, and $\Delta\mu_B=0.6\times0.733=0.44$ eV. The drop falls by 12 %, but $D_{\rm int}$ falls by only 4.3 %, to $5.43\times10^{-14}$ m²/s. The lost interval lies at the A-rich end, where $(1-\nu)D_B^*+\nu D_A^*$ starts from $8\times10^{-15}$ m²/s, a third of its mean. The layer nevertheless grows faster: the factor in (12) rises from $1/0.24=4.17$ to $0.8/(0.2\times0.6)=6.67$, and $w^2/(2t)=3.62\times10^{-13}$ m²/s. The neighbour already contains B, so less B must be supplied per volume of new compound.

## 8. Correlations and real layers

The neglected $L_{AB}$ can be bounded if the diagonal coefficients keep their Darken values. Positive entropy production requires $L_{AB}^2\le L_{AA}L_{BB}$. Put $a=N_A\sqrt{L_{BB}}$ and $b=N_B\sqrt{L_{AA}}$. The cross term in (3) is then at most $2ab$ in magnitude, against $a^2+b^2$. After integration over $\xi$, the Cauchy–Schwarz inequality gives a relative change of $D_{\rm int}$ of at most

$$\frac{2r}{1+r^2},\qquad r^2=\frac{\nu\langle D_A^*\rangle}{(1-\nu)\langle D_B^*\rangle}.$$

In the example between pure elements $r^2=0.042$, and the bound is 40 %. The thickness, which goes as the square root, would lie between 0.78 and 1.18 times the value found. The bound falls only as the square root of the ratio of the diffusivities: at $\nu=0.4$ it is still 16 % when B is 100 times faster than A, and 5 % when it is 1000 times faster. Correlations also affect the relation between tracer diffusivities and the diagonal coefficients, which this estimate leaves out.

Intermetallic and silicide layers in diffusion couples are natural cases for (7). The parameters above are round numbers for no particular material; tracer diffusivities in real compounds spread over many orders of magnitude, and a layer of 130 µm in 10 h represents fast growth. The assumption of bulk transport fails when the layer is so fine-grained that grain boundaries carry much of the flux. As an illustration, let boundaries parallel to the flux fill $10^{-3}$ of the cross-section and conduct both species $10^4$ times faster than the grains, under the same potential drop. The effective diffusivities are then about 11 times the bulk ones, and the layer is $\sqrt{11}\approx3.3$ times thicker. Bulk tracer data would underestimate such growth, and tracer diffusivities deduced from its thickness would be effective values. A slow interface reaction acts the other way: it uses up part of $\Delta\mu_B$ at the interface, and (12) then overestimates the thickness. Dissolution in the neighbours, neglected throughout, can also slow growth. In the example the activity of A at the B-rich border is $e^{-0.333/0.0862}\approx0.02$, so a terminal phase that dissolves A near-ideally and diffuses much faster than the compound carries off part of the flux. The main computed values of Section 7 are collected in the numerical output below.

## Numbers as computed

```
temperature = 1000 K, kT = 0.086173 eV
B fraction nu = 0.4, g = -0.20 eV per atom
antisite energies: B on A 1.1 eV, A on B 1.3 eV
D_B tracer, A-rich and B-rich border = 1.0e-14, 1.0e-13 m^2/s
D_A tracer, A-rich and B-rich border = 5.0e-15, 1.0e-15 m^2/s
mu_B-mu_A at the borders = -0.5000, 0.3333 eV
drop of mu_B, line limit = 0.500000 eV = 5.8023 kT
drop of mu_B, antisite model = 0.500008 eV
potential mean of D_B = 3.9087e-14 m^2/s
potential mean of D_A = 2.4853e-15 m^2/s
(1-nu)<D_B>+nu<D_A> = 2.4446e-14 m^2/s
D_int, line formula = 5.67369e-14 m^2/s
D_int, line formula = 4.9009e-10 atomic units
D_int, integral over composition = 5.67383e-14 m^2/s
w^2/(2t), line formula = 2.36404e-13 m^2/s
w^2/(2t), full moving boundaries = 2.36419e-13 m^2/s
thickness after 10 h, line formula = 130.46 micrometre
thickness after 10 h, full problem = 130.47 micrometre
energy shift (eV), width dN, D_int (m^2/s), w^2/(2t) (m^2/s):
  -0.50  3.948e-02  5.71858e-14  2.41444e-13
  -0.25  2.170e-03  5.67624e-14  2.36678e-13
  +0.00  1.193e-04  5.67383e-14  2.36419e-13
  +0.25  6.555e-06  5.67370e-14  2.36405e-13
energy shift (eV), relative excess of D_int and of w^2/(2t) over line:
  -0.50  +7.913e-03  +2.132e-02
  -0.25  +4.498e-04  +1.159e-03
  +0.00  +2.477e-05  +6.363e-05
  +0.25  +1.361e-06  +3.497e-06
mean D_inter = D_int/dN = 4.757e-10 m^2/s
D_inter at stoichiometry = 4.982e-09 m^2/s
D_inter(stoich.)*dN / D_int = 10.47
composition-averaged estimate / D_int = 1.500
neighbour A4B: N_B = 0.2, g = -0.12 eV per atom
A4B|B couple: drop of mu_B = 0.4400 eV
A4B|B couple: D_int, line formula = 5.43056e-14 m^2/s
A4B|B couple: D_int, finite width = 5.43070e-14 m^2/s
A4B|B couple: reduction of D_int = 4.29 percent
A4B|B couple: w^2/(2t), line formula = 3.62038e-13 m^2/s
A4B|B couple: w^2/(2t), full problem = 3.62054e-13 m^2/s
```
